# The quarter-power law for the edge of a dewetting wedge

Suppose the edge of a gold film has retracted 25.5 nm after one second at a constant 873 K and is then moving at 6.4 nm/s. Extrapolated at constant speed, it would stand at 25.5 + 15 × 6.4 ≈ 120 nm after sixteen seconds. The model worked out below, from which both starting figures are taken, puts it near 50 nm. The edge slows because it flattens the very curvature gradients that drive it. While the edge does not yet feel the film thickness, the slowing follows from a scaling argument, and the displacement grows as the fourth root of time.

## Surface diffusion and the contact line

A solid rests on a flat, rigid substrate $y=0$. Its surface is initially the straight ray leaving the origin at angle $\alpha$, measured through the solid, which lies at $x>0$. The equilibrium contact angle is $\theta$, and both angles lie between 0 and $\pi$. Nothing varies along the edge, so energies and areas are per unit depth.

Let $s$ be arclength from the contact line into the film, $\psi$ the angle of the tangent $\mathbf T=(\cos\psi,\sin\psi)$, $\kappa=\psi_s$ the curvature, and $\mathbf n=(-\sin\psi,\cos\psi)$ the normal pointing out of the solid. A bump has $\kappa<0$. Arclength is used because for $\theta>90^\circ$ the surface overhangs and its height is not a single-valued function of $x$.

Displace the surface outward by a small $w(s)$. Since $\mathbf n_s=-\kappa\mathbf T$, the new tangent vector is $(1-\kappa w)\mathbf T+w_s\mathbf n$, and to first order each length element changes by the factor $1-\kappa w$. For an isotropic surface energy $\gamma$ the energy changes by $-\gamma\int\kappa w\,ds$, while the added volume is $\int w\,ds$. An added atom of volume $\Omega$ therefore costs
$$\mu=-\gamma\Omega\kappa. \tag{1}$$

With $\nu$ surface atoms per unit area and a surface diffusivity $D_s$ averaged over all of them, the Nernst–Einstein relation gives the atomic flux
$$J=-\frac{D_s\nu}{kT}\,\mu_s=\frac{D_s\nu\gamma\Omega}{kT}\,\kappa_s .$$
This linear form needs $|\mu|\ll kT$. The surface advances where flux converges, $v_n=-\Omega J_s$, so
$$v_n=-B\,\kappa_{ss},\qquad B=\frac{D_s\gamma\Omega^2\nu}{kT}. \tag{2}$$
$B$ has the dimension length$^4$/time.

At the contact line, let $\gamma_{sv}$ and $\gamma_{si}$ be the energies of the bare and the covered substrate. Moving the contact line by $dx_c$ into the film shortens the surface by $\cos\psi\,dx_c$ and uncovers a length $dx_c$ of substrate:
$$dE=\left[-\gamma\cos\psi+(\gamma_{sv}-\gamma_{si})\right]dx_c .$$
This vanishes when $\psi=\theta$, with $\gamma\cos\theta=\gamma_{sv}-\gamma_{si}$. We assume that the atoms at the line reach this balance at once. No atoms pass through the line, so $J=0$ there. The conditions are
$$y=0,\qquad \psi=\theta,\qquad \kappa_s=0\qquad\text{at } s=0. \tag{3}$$
Far away the surface remains on the original ray.

## Why the exponent is one quarter

Multiply all lengths by $m$ and all times by $m^4$. Velocities are then multiplied by $m^{-3}$, and so is $\kappa_{ss}$, because $\kappa$ carries one inverse length and the two derivatives carry two more. Equation (2) is unchanged. Angles do not change, so (3) holds as before, and the initial ray is mapped onto itself. The rescaled motion solves the same problem from the same initial state. If that problem has one solution, which we assume, the two motions coincide:
$$x_c(m^4t)=m\,x_c(t). \tag{4}$$

Fix a reference time $t_0$ and choose $m=(t/t_0)^{1/4}$. Then (4), applied at $t_0$, reads $x_c(t)=(t/t_0)^{1/4}x_c(t_0)$. Defining $\lambda=x_c(t_0)/(Bt_0)^{1/4}$ gives
$$x_c(t)=\lambda(\alpha,\theta)\,(Bt)^{1/4}. \tag{5}$$
The number $\lambda$ is dimensionless and can depend on the two angles alone. Positive $\lambda$ means retraction. The speed is $\dot x_c=x_c/(4t)$.

The argument uses the absence of any other length. A film thickness $H$ would be multiplied by $m$ and would give a different initial state. A smooth, weak anisotropy does no such harm: it makes $\gamma$ and $D_s$ functions of $\psi$, which scaling leaves alone, so $\lambda$ changes but the exponent does not.

Scaling does not exclude $\lambda=0$, in which case (5) would describe no motion. That requires a look at the shape.

## The self-similar shape

Write $\ell=(Bt)^{1/4}$ and $\mathbf X=\ell\,\mathbf Y(\sigma)$ with $\sigma=s/\ell$. From $\ell^4=Bt$ we get $\dot\ell=B/(4\ell^3)$. The normal velocity at fixed $\sigma$ is
$$v_n=\dot\ell\,\mathbf Y\cdot\mathbf n=\frac{B}{4\ell^3}\,p,\qquad p=\mathbf Y\cdot\mathbf n .$$
Sliding points along the curve does not affect $v_n$. With $\kappa=k/\ell$ we have $\kappa_{ss}=k''/\ell^3$, a prime denoting $d/d\sigma$, and (2) becomes
$$k''=-\tfrac14\,p . \tag{6}$$
From here to equation (10), $x$ and $y$ are the components of $\mathbf Y$, so that $p=y\cos\psi-x\sin\psi$. Together with $x'=\cos\psi$, $y'=\sin\psi$ and $\psi'=k$, this is a fifth-order system. At $\sigma=0$ we know $y=0$, $\psi=\theta$ and $k'=0$. The values $x(0)=\lambda$ and $k(0)$ are unknown.

The far field supplies two conditions. Let the curve lie a small distance $w(\sigma)$ from the ray. To first order $k=w''$ and $p=w-\sigma w'$, so $p'=-\sigma w''=-\sigma k$. Differentiating (6) gives
$$k'''=\tfrac14\,\sigma k . \tag{7}$$
Try $k=e^{S}$ and keep the leading term at large $\sigma$, $(S')^3=\sigma/4$. One root is real and positive and gives a growing solution. The other two have real part $-\tfrac12(\sigma/4)^{1/3}$ and give decaying oscillations. The fourth solution for $w$ has $k=0$ and $w\propto\sigma$: it turns the ray. Excluding the growing solution and the rotation gives two conditions for two unknowns. This count does not prove that a solution exists, but solutions are computed below.

Integrating (6) over the whole curve gives
$$\int_0^\infty p\,d\sigma=-4\,[k']_0^\infty=0, \tag{8}$$
since $k'$ vanishes at both ends. Half of this integral is the signed area swept by the line from the origin to the curve. The original ray and the substrate pass through the origin and sweep nothing. Equation (8) therefore says that the material removed from some parts of the wedge equals the material added to others.

## The contact line must move, and which way

Measure the energy $E$ from the initial wedge. Let $\Delta L$ be the scaled excess length: the curve's length out to a far point on the ray, less that point's distance $R$ from the origin, as $R\to\infty$. The wetted length falls by $\lambda\ell$, which costs $(\gamma_{sv}-\gamma_{si})\lambda\ell=\gamma\cos\theta\,\lambda\ell$. Hence
$$E=\gamma\ell e,\qquad e=\Delta L+\lambda\cos\theta .$$

During the motion the contact-line terms cancel, because $\psi=\theta$ there. What remains is
$$\frac{dE}{dt}=-\gamma\int\kappa v_n\,ds=\gamma B\int\kappa\kappa_{ss}\,ds=-\gamma B\int\kappa_s^2\,ds .$$
The last step is an integration by parts. Its boundary term $\kappa\kappa_s$ vanishes at the line by (3) and far away by decay. In scaled variables the right side is $-\gamma B\ell^{-3}\int k'^2d\sigma$. The left side is $\gamma e\dot\ell=\gamma eB/(4\ell^3)$. Therefore
$$e=-4\int_0^\infty k'^2\,d\sigma . \tag{9}$$

A curve is no shorter than the straight segment between its ends. The distance from $(\lambda,0)$ to the far point is $\sqrt{R^2-2R\lambda\cos\alpha+\lambda^2}$, which tends to $R-\lambda\cos\alpha$. So $\Delta L\ge-\lambda\cos\alpha$, and $e\ge\lambda(\cos\theta-\cos\alpha)$. With (9),
$$\lambda(\cos\alpha-\cos\theta)\ \ge\ 4\int_0^\infty k'^2\,d\sigma . \tag{10}$$

The right side is zero only if $k$ is constant. Since $k$ decays, that constant is zero, the surface is straight, and $\theta=\alpha$. For $\theta\ne\alpha$ the right side is positive. The cosine decreases between 0 and $\pi$, so $\lambda$ has the sign of $\theta-\alpha$. A wedge that meets the substrate at too small an angle retracts, and one that meets it at too large an angle advances. This holds for every self-similar solution of the model, however far apart the angles are.

## Angles close to equilibrium

Let $\delta=\theta-\alpha$ be small. The surface then stays near the ray, and its normal displacement $w(s,t)$ obeys the linear form of (2),
$$w_t=-B\,w_{ssss},\qquad w_s(0)=\delta,\quad w_{sss}(0)=0,\quad w(s,0)=0 .$$
The contact line itself shifts by an amount of order $\delta$. Imposing the conditions at $s=0$ instead of at the shifted line makes an error of order $\delta^2$.

Define $\hat w(q,t)=\int_0^\infty w\cos(qs)\,ds$ and integrate by parts four times:
$$\begin{aligned}\int_0^\infty w_{ssss}\cos qs\,ds&=-w_{sss}(0)+q\int_0^\infty w_{sss}\sin qs\,ds\\&=-q^2\int_0^\infty w_{ss}\cos qs\,ds\\&=q^2w_s(0)-q^3\int_0^\infty w_s\sin qs\,ds\\&=q^2\delta+q^4\hat w .\end{aligned}$$
The second line uses $w_{sss}(0)=0$, and the sine removes the other boundary terms at $s=0$. Thus $\hat w_t=-B(q^4\hat w+q^2\delta)$. Starting from zero,
$$\hat w=-\delta\,\frac{1-e^{-Bq^4t}}{q^2}.$$

Inverting at $s=0$ and setting $q=u/\ell$,
$$w(0,t)=\frac2\pi\int_0^\infty\hat w\,dq=-\frac{2\delta\ell}{\pi}\int_0^\infty\frac{1-e^{-u^4}}{u^2}\,du .$$
One integration by parts turns the integral into $\int_0^\infty4u^2e^{-u^4}du$; the boundary term vanishes at both ends. With $z=u^4$ this is $\int_0^\infty z^{-1/4}e^{-z}dz=\Gamma(3/4)$.

It remains to find where the displaced surface meets the substrate. A point at distance $s$ along the ray, displaced by $w$, has height $s\sin\alpha+w\cos\alpha$. Setting this to zero gives $s=-w\cos\alpha/\sin\alpha$, and then $x_c=s\cos\alpha-w\sin\alpha=-w/\sin\alpha$. Hence
$$\lambda\simeq\frac{2\Gamma(3/4)}{\pi}\,\frac{\theta-\alpha}{\sin\alpha}=0.780\,\frac{\theta-\alpha}{\sin\alpha}, \tag{11}$$
with angles in radians. For a vertical edge $\lambda\simeq0.780\,(\theta-\alpha)$. For a shallow wedge a small normal displacement becomes a large horizontal one, and (11) then needs $|\theta-\alpha|\ll\sin\alpha$.

## Finite angles

For larger differences the system (6) was solved by collocation on $0\le\sigma\le20$, with $\psi=\alpha$ and $p=0$ imposed at the far end.

| $\alpha$ | $\theta$ | $\lambda$ | from (11) |
|---|---|---|---|
| 60° | 130° | 0.975 | 1.101 |
| 60° | 90° | 0.440 | 0.472 |
| 90° | 60° | −0.413 | −0.408 |
| 60° | 30° | −0.527 | −0.472 |

Shortening the domain to 15 changes the first $\lambda$ by $2.5\times10^{-6}$. In that row the linear estimate is 13% above the nonlinear value, although the angles differ by 70°. For a 60° wedge, lowering the contact angle by 30° moves the line farther than raising it by 30°, an asymmetry that (11) cannot show. In the first row $e=-0.667$, so (10) requires $\lambda\ge0.667/(\cos60^\circ-\cos130^\circ)=0.584$. The bound fixes the sign but is not an estimate of the value.

The quarter power also appears when similarity is not assumed. Equations (2) and (3) were stepped forward in time by a parametric finite-element method. The starting surface was a straight ray of length 16, in arbitrary units, divided into 400 segments. A power law fitted between $Bt=0.01$ and $Bt=1$ had exponent 0.2505 for the 60° wedge with $\theta=130^\circ$, and $x_c/(Bt)^{1/4}$ ended at 0.9745. For the advancing 90° wedge with $\theta=60^\circ$ the exponent was 0.2503 and the final ratio −0.413.

## When the thickness matters

A film of thickness $H$ has an upper corner, where the tapered edge meets the flat top. The same time-stepping method, with segments of $0.014H$, was applied to a 60° edge with $\theta=130^\circ$. The ratio of its displacement to the wedge law depends on $\ell/H$ once the angles are fixed:

| $\ell/H$ | film / wedge |
|---|---|
| 0.12 | 1.00 |
| 0.20 | 1.02 |
| 0.30 | 0.91 |
| 0.50 | 0.78 |
| 0.80 | 0.97 |
| 1.20 | 1.38 |

The departure first reaches 5% at $\ell/H=0.27$. The original tapered edge, from the initial contact line to the upper corner, is then $H/(\ell\sin60^\circ)\approx4.3$ similarity lengths long. After a slight lead of about 2%, the film falls behind the wedge and later overtakes it. The near agreement at $\ell/H=0.8$ is a crossing of two different motions, not a return of the law.

Since $\ell^4=Bt$, the time at which a given $\ell/H$ is reached grows as $H^4/B$. At fixed $B$ and fixed angles, doubling the thickness lengthens the early regime sixteenfold.

There are lower limits as well. When the scaled curvature $k$ is of order one, the condition $|\mu|\ll kT$ requires, by (1), that $\ell$ be large compared with the capillary length $\gamma\Omega/kT$. For angles close to equilibrium $k$ is proportional to $\theta-\alpha$, and the limit is weaker. If the contact line has a finite mobility $M$, so that $\dot x_c=M\gamma(\cos\psi-\cos\theta)$, the angle can relax only when the speed demanded by (5), of order $B/\ell^3$, is well below $M\gamma$. The law then begins when $\ell\gg(B/M\gamma)^{1/3}$.

## A gold film

Take a gold film 200 nm thick at 873 K, with an edge tapered to 60° and a contact angle of 130°. Time is counted at constant temperature. A film on a substrate placed in a furnace can take many seconds to warm up; if the contact angle stays fixed meanwhile, $Bt$ is then replaced by $\int B\,dt$. Rough inputs chosen for this example are $\gamma=1.3$ J/m², $D_s=10^{-8}$ cm²/s and a cubic lattice constant of 0.408 nm. With four atoms per cubic cell, $\Omega=0.408^3/4=0.0170$ nm³. We take $\nu=\Omega^{-2/3}=15.1$ nm⁻². The capillary length is $\gamma\Omega/kT=1.83$ nm. In nanometre units $D_s=10^6$ nm²/s, and
$$B=D_s\,\nu\Omega\,\frac{\gamma\Omega}{kT}=10^6\times15.14\times0.01698\times1.83\approx4.7\times10^5\ \text{nm}^4/\text{s}.$$

At 1 s, $\ell=(4.7\times10^5)^{1/4}=26.2$ nm and $x_c=0.975\times26.2=25.5$ nm. The speed is $25.5/4=6.4$ nm/s.

| $t$ (s) | $\ell$ (nm) | wedge $x_c$ (nm) | wedge speed (nm/s) | film / wedge displacement |
|---|---|---|---|---|
| 1 | 26.2 | 25.5 | 6.4 | 1.00 |
| 4 | 37.0 | 36.1 | 2.3 | 1.02 |
| 16 | 52.4 | 51.1 | 0.80 | 0.96 |

For the wedge, sixteen times the time doubles the displacement and divides the speed by eight. At 16 s the finite film has moved $0.96\times51.1\approx49$ nm, and the 5% departure comes at roughly 19 s. The film's speed departs sooner than its displacement. Near 2 s it is about 10% above the wedge's, which produces the slight lead in the last column. Later it drops below: at 16 s the film moves at only about 0.5 nm/s, against 0.80 nm/s for the wedge. The full thickness time $H^4/B$ is about 3400 s, so the early regime ends at a small fraction of it.

The least certain input is $D_s$: within the early regime, a tenfold error changes the displacement by a factor $10^{1/4}=1.78$. A tenfold larger $D_s$ would take the film out of that regime before 16 s, and its displacement at 16 s would then grow by a factor of only about 1.4. The digits in the table therefore serve to show the ratios between rows, not to predict a measured displacement to that accuracy. The largest scaled curvature in the computed profile is 0.69, so $|\mu|/kT$ reaches $1.83\times0.69/26.2\approx5\%$ at 1 s and 2% at 16 s. A fourfold anisotropy of 1% in $\gamma$ changes the stiffness $\gamma+\gamma''$ by up to 15%. Applied uniformly to $B$, that changes the displacement of a wedge by about 4%. The accompanying torque is equivalent to a tilt of about 2.3°, and adding this to $\theta$ raises $\lambda$ by 3%. Both figures are separate estimates of size; the sign of the net change depends on the crystal's orientation. A film stress of 100 MPa with a modulus of 80 GPa stores an elastic energy density of 0.4% of the largest capillary term $\gamma|\kappa|$ at 16 s. For a vapour pressure of roughly $10^{-10}$ Pa, free evaporation removes about $2\times10^{-7}$ nm in 16 s. Lattice diffusion is also left out. With a self-diffusivity $D_v$ of roughly $3\times10^{-12}$ cm²/s at this temperature, its rate relative to surface diffusion is of order $D_v\ell/(D_s\nu\Omega)\approx6\%$ at 16 s. It brings in a length of its own, grows with $\ell$, and matters more if $D_s$ is smaller than assumed. If the film contains grain boundaries, these groove and can open holes away from the edge. This model does not size that effect. It also leaves out facets, which a gold crystal can show at this temperature. Its numbers therefore describe an idealised edge within a single grain whose surface energy is smooth and nearly isotropic.
